# Why harmonic phonon interface conductance saturates, and what a further rise means: a program that tests the result

```python
# Result under test: with fixed harmonic springs the phonon conductance is
#   G(T) = int dw/(2 pi) k f(w/kT) t(w),   f(x) = ((x/2)/sinh(x/2))^2,
# it saturates at k int dw t/(2 pi), and its rise between two temperatures is
# bounded by f at the highest transmitted frequency. Cubic bond terms and
# electrons add channels that grow linearly with T.
# Symbols: w frequency, t transmission per surface cell, k Boltzmann constant,
# lead = (atomic mass, spring), lateral = 2(2 - cos kx - cos ky),
# bond = interface spring. Internal units are atomic units, T in kelvin.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq

HA = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
TIME = sc.physical_constants["atomic unit of time"][0]
KB = sc.physical_constants["Boltzmann constant in eV/K"][0] / HA
AMU = sc.atomic_mass / sc.electron_mass
TO_MW = HA * sc.e / TIME / (BOHR * 1e-10) ** 2 / 1e6   # to MW/(m^2 K)
SPRING = HA / BOHR ** 2                                # to eV/angstrom^2

# Rough typical parameters: soft metal on TiN
soft_cut_ev, stiff_cut_ev = 0.030, 0.075
soft_mass_u, stiff_mass_u = 64.0, 31.0
cell_ang, bond_ev, morse_inv_ang = 2.2, 0.5, 1.5
T1, T2 = 300.0, 600.0
w_soft, w_stiff = soft_cut_ev / HA, stiff_cut_ev / HA
soft = (soft_mass_u * AMU, soft_mass_u * AMU * w_soft ** 2 / 12)
stiff = (stiff_mass_u * AMU, stiff_mass_u * AMU * w_stiff ** 2 / 12)
bond = bond_ev / SPRING
area = (cell_ang / BOHR) ** 2


def mode_factor(x):
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def band_cosine(w, lead, lateral):
    return 1 - (lead[0] * w ** 2 / lead[1] - lateral) / 2


def phase_factor(w, lead, lateral):
    # exp(iq) of the outgoing or decaying wave
    c = band_cosine(w, lead, lateral)
    root = np.sqrt(np.abs(c * c - 1))
    return np.where(np.abs(c) < 1, c + 1j * root, c - np.sign(c) * root)


def surface_green(w, lead, spring_i, lateral):
    return 1 / (lead[1] - spring_i - lead[1] / phase_factor(w, lead, lateral))


def transmission(w, lateral, spring_i, left, right, weak=False):
    gl = surface_green(w, left, spring_i, lateral)
    gr = surface_green(w, right, spring_i, lateral)
    t = 4 * spring_i ** 2 * gl.imag * gr.imag
    return t if weak else t / np.abs(1 - spring_i ** 2 * gl * gr) ** 2


def wave_matching(w, lateral, spring_i, left, right):
    # reflected and transmitted energy from the two interface equations
    pl, pr = (phase_factor(w, x, lateral) for x in (left, right))
    al, ar = (x[0] * w ** 2 - x[1] * (lateral + 1) - spring_i
              for x in (left, right))
    matrix = np.array([[al + left[1] * pl, spring_i],
                       [spring_i, ar + right[1] * pr]])
    r, t = np.linalg.solve(matrix, np.array([-(al + left[1] / pl), -spring_i]))
    flux = right[1] * pr.imag / (left[1] * pl.imag)
    return abs(r) ** 2, abs(t) ** 2 * flux


# Transmission against wave matching, including total reflection
for energy, lateral in ((0.018, 0.5), (0.012, 0.1), (0.006, 0.03)):
    w = energy / HA
    reflected, passed = wave_matching(w, lateral, bond, soft, stiff)
    assert abs(reflected + passed - 1) < 1e-9
    assert abs(passed - transmission(w, lateral, bond, soft, stiff)) < 1e-9
reflected, passed = wave_matching(0.04 / HA, 1.0, bond, stiff, soft)
assert abs(reflected - 1) < 1e-9 and abs(passed) < 1e-12

# Classical Landauer integral against the covariance of a Langevin chain
mass = np.array([1, 1, 1, 0.4, 0.4, 0.4])
size, friction = len(mass), 0.5
phi = np.zeros((size, size))
for i, s in enumerate([1, 1, 0.3, 2, 2]):
    phi[i:i + 2, i:i + 2] += s * np.array([[1, -1], [-1, 1]])
phi[0, 0] += 1
phi[-1, -1] += 1
drag = np.zeros(size)
drag[[0, -1]] = friction
drift = np.block([[np.zeros((size, size)), np.eye(size)],
                  [-phi / mass[:, None], -np.diag(drag / mass)]])
noise = np.zeros((2 * size, 2 * size))
hot, cold = 1.4, 1.0
noise[size, size] = 2 * friction * hot / mass[0] ** 2
noise[-1, -1] = 2 * friction * cold / mass[-1] ** 2
cov = solve_continuous_lyapunov(drift, -noise)
current = friction / mass[0] * (hot - mass[0] * cov[size, size])
wg = np.linspace(0, 12, 24001)
dynamic = (wg[:, None, None] ** 2 * np.diag(mass) - phi
           + 1j * wg[:, None, None] * np.diag(drag))
response = np.linalg.inv(dynamic)[:, 0, -1]
tchain = 4 * friction ** 2 * wg ** 2 * np.abs(response) ** 2
landauer = (hot - cold) * np.sum(tchain) * (wg[1] - wg[0]) / (2 * np.pi)
assert abs(current / landauer - 1) < 1e-4

# Harmonic lattice interface
angles = (np.arange(40) + 0.5) * np.pi / 40
lat = 2 * (2 - np.cos(angles)[:, None] - np.cos(angles)[None, :])
lat = lat.reshape(-1, 1)
wgrid = (np.arange(800) + 0.5) * w_soft / 800


def spectrum(spring_i=bond, left=soft, right=stiff, weak=False):
    return transmission(wgrid, lat, spring_i, left, right, weak).mean(axis=0)


def conductance(T, t, w=wgrid):
    factor = 1.0 if np.isinf(T) else mode_factor(w / (KB * T))
    total = np.sum(factor * t) * (w[1] - w[0]) / (2 * np.pi)
    return 3 * KB * total / area * TO_MW


t_exact = spectrum()
g1, g2, g_inf = (conductance(T, t_exact) for T in (T1, T2, np.inf))
assert g1 < g2 < g_inf
t95 = brentq(lambda T: conductance(T, t_exact) / g_inf - 0.95, 10, 2000)
top_energy = wgrid[t_exact > 0].max() * HA
mean_w2 = np.sum(wgrid ** 2 * t_exact) / np.sum(t_exact)
expansion = g_inf * (1 - mean_w2 / (12 * (KB * T2) ** 2))
assert abs(g2 - expansion) / g_inf < (w_soft / (KB * T2)) ** 4 / 240

# mode factor against a numerical derivative of the Bose energy
for w in (0.01 / HA, 0.07 / HA):
    def bose_energy(T):
        return w / np.expm1(w / (KB * T))
    slope = (bose_energy(T1 + 0.1) - bose_energy(T1 - 0.1)) / 0.2
    assert abs(slope / (KB * mode_factor(w / (KB * T1))) - 1) < 1e-5


# Bound on the harmonic rise
def rise_bound(Ta, Tb, wc=w_soft):
    return mode_factor(wc / (KB * Tb)) / mode_factor(wc / (KB * Ta))


r_h, r_b = g2 / g1, rise_bound(T1, T2)
assert r_h < r_b
rng = np.random.default_rng(3)
for _ in range(200):
    trial = rng.random(800) ** rng.uniform(0.1, 40)
    Ta = rng.uniform(30, 500)
    Tb = Ta * rng.uniform(1.05, 4)
    ratio = conductance(Tb, trial) / conductance(Ta, trial)
    assert ratio <= rise_bound(Ta, Tb) * (1 + 1e-12)

# Smallest share of a channel linear in T that breaks the bound
share = (r_b - r_h) / (T2 / T1 - r_b)
share_root = brentq(lambda s: (g2 + s * g1 * T2 / T1) / (g1 + s * g1) - r_b,
                    0, 10)
assert abs(share - share_root) < 1e-8

# Heat capacity of the stiff lead from its bulk modes
cosk = np.cos(angles)
bulk = w_stiff * np.sqrt((3 - cosk[:, None, None] - cosk[None, :, None]
                          - cosk[None, None, :]) / 6)
cap1, cap2 = (mode_factor(bulk / (KB * T)).mean() for T in (T1, T2))

# Three-phonon conversion: number-state sums against the closed form
levels = np.arange(150)
lower = np.diag(np.sqrt(levels[1:].astype(float)), 1)


def rates(w, T):
    p = np.exp(-w * levels / T)
    p /= p.sum()
    return ((lower ** 2).sum(axis=0) @ p, (lower.T ** 2).sum(axis=0) @ p)


def conversion_current(Tl, Tr, wa=0.6, wb=0.9):
    (da, ua), (db, ub) = rates(wa, Tl), rates(wb, Tl)
    dc, uc = rates(wa + wb, Tr)
    return (wa + wb) * (da * db * uc - ua * ub * dc)


numeric = (conversion_current(1.001, 1) - conversion_current(0.999, 1)) / 0.002
na, nb, nc = (1 / np.expm1(x) for x in (0.6, 0.9, 1.5))
assert abs(numeric / (1.5 ** 2 * na * nb * (nc + 1)) - 1) < 1e-4

# Connected correlator of u^2 equals twice the squared correlator of u
rho = np.diag(np.exp(-levels.astype(float)))
rho /= np.trace(rho)
disp = lower + lower.T
phase = np.exp(0.7j * levels)


def trace_correlator(op):
    later = phase[:, None] * op * phase.conj()[None, :]
    return np.trace(rho @ later @ op) - np.trace(rho @ op) ** 2


assert abs(trace_correlator(disp @ disp)
           - 2 * trace_correlator(disp) ** 2) < 1e-8

# Lattice golden rule on a periodic momentum and frequency mesh
NW, NB, FINE = 1024, 250, 16
dw = 0.32 / HA / NW
wbin = dw * np.arange(1, NB + 1)


def periodic_lateral(nk):
    c = np.cos(2 * np.pi * np.arange(nk) / nk)
    return 2 * (2 - c[:, None] - c[None, :])


def binned_density(lead, nk):
    # minus Im g, averaged inside each frequency bin
    lateral = periodic_lateral(nk)[:, :, None]
    out = np.zeros((nk, nk, NB))
    for offset in (np.arange(FINE) + 0.5) / FINE - 0.5:
        out -= surface_green(wbin + offset * dw, lead, bond, lateral).imag
    return out / FINE


def correlator(density, T):
    n = 1 / np.expm1(wbin / (KB * T))
    s = np.zeros(density.shape[:2] + (NW,))
    s[..., 1:NB + 1] = 2 * (n + 1) * density
    s[..., -NB:] = (2 * n * density)[..., ::-1]
    s[..., 0] = 0.5 * (s[..., 1] + s[..., -1])
    return s


def squared(s):
    conv = np.fft.ifftn(np.fft.fftn(s) ** 2).real
    return 2 * conv * dw / (2 * np.pi * s.shape[0] ** 2)


w_all = np.fft.fftfreq(NW, 1 / NW) * dw


def overlap(sa, sb):
    reverse = np.roll(sa[..., ::-1], 1, axis=-1)
    return (reverse * sb).mean(axis=(0, 1)) * dw / (2 * np.pi)


def golden_conductance(sa, sb, strength, T):
    pos = w_all > 0
    weight = w_all[pos] ** 2 / (KB * T ** 2)
    return strength ** 2 * np.sum(weight * overlap(sa, sb)[pos]) / area * TO_MW


cubic = 3 * morse_inv_ang * BOHR * bond      # third derivative, absolute value
dens = {nk: (binned_density(soft, nk), binned_density(stiff, nk))
        for nk in (16, 24)}


def cubic_conductance(T, nk=24):
    sl, sr = (correlator(d, T) for d in dens[nk])
    return (golden_conductance(squared(sl), sr, cubic / 2, T)
            + golden_conductance(sl, squared(sr), cubic / 2, T))


# the same machinery must return the weak-bond harmonic conductance
lat24 = periodic_lateral(24).reshape(-1, 1)
wfine = (np.arange(3000) + 0.5) * w_soft / 3000
t_weak24 = transmission(wfine, lat24, bond, soft, stiff, True).mean(axis=0)
by_rule = 3 * golden_conductance(correlator(dens[24][0], T1),
                                 correlator(dens[24][1], T1), bond, T1)
assert abs(by_rule / conductance(T1, t_weak24, wfine) - 1) < 0.05
small = 0.02 / SPRING
weak_ratio = (conductance(T1, spectrum(small, weak=True))
              / conductance(T1, spectrum(small)))
assert abs(weak_ratio - 1) < 0.05
weak_example = conductance(T1, spectrum(weak=True)) / g1

# linear response against the current at two different temperatures
right_corr = correlator(dens[16][1], T1)


def cubic_current(Tl):
    left_sq = squared(correlator(dens[16][0], Tl))
    flow = np.sum(w_all * overlap(left_sq, right_corr))
    return (cubic / 2) ** 2 * flow / area * TO_MW


fd = (cubic_current(T1 + 1) - cubic_current(T1 - 1)) / 2
lin = golden_conductance(squared(correlator(dens[16][0], T1)), right_corr,
                         cubic / 2, T1)
assert abs(fd / lin - 1) < 1e-3

c1, c2 = cubic_conductance(T1), cubic_conductance(T2)
mesh_change = cubic_conductance(T1, 16) / c1 - 1
assert abs(mesh_change) < 0.10
assert abs(cubic_conductance(6000.) / cubic_conductance(3000.) - 2) < 0.04
r_ph = (g2 + c2) / (g1 + c1)
assert r_ph > r_h

# Electron channel, energy-independent transmission
lorenz_integral = quad(lambda x: x * x / (4 * np.cosh(x / 2) ** 2), -60, 60)[0]
assert abs(lorenz_integral - np.pi ** 2 / 3) < 1e-7
lorenz = lorenz_integral * (sc.k / sc.e) ** 2
ra_ohm_cm2 = 1e-11
e1, e2 = (lorenz * T / (ra_ohm_cm2 * 1e-4) / 1e6 for T in (T1, T2))
r_all = (g2 + c2 + e2) / (g1 + c1 + e1)
assert r_all > r_b

# Changed springs and the contact correction of reservoir temperatures
grueneisen, expansion_per_k = 2.0, 5e-5
scale = (1 - grueneisen * expansion_per_k * (T2 - T1)) ** 2
softened = conductance(np.inf, spectrum(bond * scale,
                                        (soft[0], soft[1] * scale)))
stiffened = conductance(np.inf, spectrum(1.1 * bond))
wwide = (np.arange(1000) + 0.5) * w_stiff / 1000


def contact_share(T, g):
    leads = [conductance(T, (np.abs(band_cosine(wwide, x, lat)) < 1)
                         .mean(axis=0), wwide) for x in (soft, stiff)]
    return 0.5 * g * (1 / leads[0] + 1 / leads[1])


flux_kw_cm2 = 10.0
jump = flux_kw_cm2 * 1e7 / (g1 * 1e6)

U = "MW/(m^2 K)"
print(f"soft metal cutoff (rough): {soft_cut_ev:.3f} eV")
print(f"TiN cutoff (rough): {stiff_cut_ev:.3f} eV")
print(f"atomic masses soft, TiN mean: {soft_mass_u:.0f}, {stiff_mass_u:.0f} u")
print(f"cubic cell edge: {cell_ang:.2f} angstrom")
print(f"lead spring, soft: {soft[1] * SPRING:.3f} eV/angstrom^2")
print(f"lead spring, TiN: {stiff[1] * SPRING:.3f} eV/angstrom^2")
print(f"interface spring: {bond_ev:.2f} eV/angstrom^2")
print(f"Morse exponent of bond: {morse_inv_ang:.2f} 1/angstrom")
print(f"thermal energy kT at {T1:.0f} K: {KB * T1 * HA:.5f} eV")
print(f"highest transmitted phonon energy: {top_energy:.4f} eV")
print(f"rms transmitted phonon energy: {np.sqrt(mean_w2) * HA:.4f} eV")
print(f"mode factor at soft cutoff, {T1:.0f} K: "
      f"{mode_factor(w_soft / (KB * T1)):.4f}")
print(f"mode factor at soft cutoff, {T2:.0f} K: "
      f"{mode_factor(w_soft / (KB * T2)):.4f}")
print(f"harmonic G at {T1:.0f} K: {g1:.3f} {U}")
print(f"harmonic G at {T2:.0f} K: {g2:.3f} {U}")
print(f"harmonic G, classical limit: {g_inf:.3f} {U}")
print(f"two-term expansion at {T2:.0f} K: {expansion:.3f} {U}")
print(f"temperature of 95% saturation: {t95:.1f} K")
print(f"harmonic rise G({T2:.0f} K)/G({T1:.0f} K): {r_h:.4f}")
print(f"upper bound on harmonic rise: {r_b:.4f}")
print(f"linear-channel share that breaks bound: {100 * share:.2f} %")
print(f"TiN heat capacity / classical, {T1:.0f} K: {cap1:.4f}")
print(f"TiN heat capacity / classical, {T2:.0f} K: {cap2:.4f}")
print(f"TiN heat capacity rise: {cap2 / cap1:.4f}")
print(f"heat flux for jump: {flux_kw_cm2:.0f} kW/cm^2")
print(f"temperature jump, harmonic G at {T1:.0f} K: {jump:.2f} K")
print(f"cubic channel at {T1:.0f} K: {c1:.3f} {U}")
print(f"cubic channel at {T2:.0f} K: {c2:.3f} {U}")
print(f"cubic channel rise: {c2 / c1:.3f}")
print(f"harmonic plus cubic rise: {r_ph:.4f}")
print(f"cubic mesh change 24 to 16: {100 * mesh_change:.2f} %")
print(f"weak-bond / full harmonic G: {weak_example:.3f}")
print(f"interface resistance (rough): {ra_ohm_cm2:.0e} ohm cm^2")
print(f"Lorenz number: {lorenz:.4e} W ohm/K^2")
print(f"electron channel at {T1:.0f} K: {e1:.0f} {U}")
print(f"electron channel at {T2:.0f} K: {e2:.0f} {U}")
print(f"rise with all channels: {r_all:.4f}")
print(f"Grueneisen parameter (rough): {grueneisen:.1f}")
print(f"volume expansion (rough): {expansion_per_k:.0e} 1/K")
print(f"classical G change, soft side and bond softened: "
      f"{100 * (softened / g_inf - 1):.2f} %")
print(f"classical G change, bond spring +10%: "
      f"{100 * (stiffened / g_inf - 1):.2f} %")
print(f"contact share of resistance, {T1:.0f} K: "
      f"{100 * contact_share(T1, g1):.2f} %")
print(f"contact share of resistance, {T2:.0f} K: "
      f"{100 * contact_share(T2, g2):.2f} %")
print("finished without a failed check")
```

It prints:

```
soft metal cutoff (rough): 0.030 eV
TiN cutoff (rough): 0.075 eV
atomic masses soft, TiN mean: 64, 31 u
cubic cell edge: 2.20 angstrom
lead spring, soft: 1.148 eV/angstrom^2
lead spring, TiN: 3.476 eV/angstrom^2
interface spring: 0.50 eV/angstrom^2
Morse exponent of bond: 1.50 1/angstrom
thermal energy kT at 300 K: 0.02585 eV
highest transmitted phonon energy: 0.0188 eV
rms transmitted phonon energy: 0.0122 eV
mode factor at soft cutoff, 300 K: 0.8949
mode factor at soft cutoff, 600 K: 0.9724
harmonic G at 300 K: 22.628 MW/(m^2 K)
harmonic G at 600 K: 22.942 MW/(m^2 K)
harmonic G, classical limit: 23.048 MW/(m^2 K)
two-term expansion at 600 K: 22.942 MW/(m^2 K)
temperature of 95% saturation: 178.8 K
harmonic rise G(600 K)/G(300 K): 1.0139
upper bound on harmonic rise: 1.0866
linear-channel share that breaks bound: 7.96 %
TiN heat capacity / classical, 300 K: 0.7200
TiN heat capacity / classical, 600 K: 0.9174
TiN heat capacity rise: 1.2741
heat flux for jump: 10 kW/cm^2
temperature jump, harmonic G at 300 K: 4.42 K
cubic channel at 300 K: 2.125 MW/(m^2 K)
cubic channel at 600 K: 4.677 MW/(m^2 K)
cubic channel rise: 2.201
harmonic plus cubic rise: 1.1158
cubic mesh change 24 to 16: 0.94 %
weak-bond / full harmonic G: 1.379
interface resistance (rough): 1e-11 ohm cm^2
Lorenz number: 2.4430e-08 W ohm/K^2
electron channel at 300 K: 7329 MW/(m^2 K)
electron channel at 600 K: 14658 MW/(m^2 K)
rise with all channels: 1.9970
Grueneisen parameter (rough): 2.0
volume expansion (rough): 5e-05 1/K
classical G change, soft side and bond softened: -10.97 %
classical G change, bond spring +10%: 13.25 %
contact share of resistance, 300 K: 1.13 %
contact share of resistance, 600 K: 1.04 %
finished without a failed check
```
